# Dielectric constant of neutral graphene and the supercritical Coulomb centre

**Question**

I am trying to show that the static polarisability of neutral graphene is \(q/(4\hbar v)\), that this gives a dielectric constant \(1+\pi\alpha/2\) near 4.5, and that a charged centre becomes supercritical when its screened coupling exceeds one half. I am stuck in three places. I can write the polarisability as an integral over interband transitions, but I cannot do the integral. I find that the Dirac equation in a \(1/r\) potential has powers of \(r\) that turn complex at some coupling, but I do not see what happens physically there. And I cannot tell whether a single elementary charge on suspended graphene is above or below the threshold.

**Answer**

**Setting up the response.** Take one Dirac cone, \(H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\), with energies \(\pm\hbar vk\) and spinors \((1,\pm e^{i\varphi_k})/\sqrt2\). Two spins and two valleys give \(N=4\) copies. The lower cone is full, the upper one empty, and the temperature is zero. Electrons respond independently to the total potential (the random-phase approximation).

Let the potential energy of an electron have the component \(V_q e^{i\mathbf q\cdot\mathbf r}\), plus its complex conjugate. To first order, a filled state \(\mathbf k\) acquires an admixture of the empty state \(\mathbf k+\mathbf q\) with amplitude
\[
\frac{V_q\langle +,\mathbf k+\mathbf q|-,\mathbf k\rangle}{-\hbar v(k+k')},\qquad k'=|\mathbf k+\mathbf q| .
\]
Multiplied by the unperturbed conjugate wave, this gives a density varying as \(e^{i\mathbf q\cdot\mathbf r}\). The admixture of \(\mathbf k-\mathbf q\), caused by the conjugate part of the potential, gives an equal contribution through the conjugated wave, as the relabelling \(\mathbf k\to-\mathbf k\) shows. Hence a factor 2. With \(\theta\) the angle between \(\mathbf k\) and \(\mathbf k+\mathbf q\), the squared overlap is
\[
\tfrac14\left|1-e^{i\theta}\right|^2=\tfrac12(1-\cos\theta).
\]
Defining \(\Pi\) by \(n_q=-\Pi V_q\), we get
\[
\Pi(q)=N\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\theta}{\hbar v\,(k+k')} .
\]

**Doing the integral.** The denominator contains the sum of the distances from two fixed points, which suggests elliptic coordinates. Put \(\mathbf p=\mathbf k+\mathbf q/2\), with \(\mathbf q\) along \(x\), and
\[
p_x=\tfrac q2\cosh\mu\cos\nu,\qquad p_y=\tfrac q2\sinh\mu\sin\nu,
\]
with \(0\le\mu<\infty\) and \(0\le\nu<2\pi\). Then
\[
k'^2=\tfrac{q^2}{4}\left[(\cosh\mu\cos\nu+1)^2+\sinh^2\!\mu\,\sin^2\!\nu\right]=\tfrac{q^2}{4}(\cosh\mu+\cos\nu)^2 ,
\]
and likewise \(k=\frac q2(\cosh\mu-\cos\nu)\). So \(k+k'=q\cosh\mu\) and \(k'-k=q\cos\nu\). The Jacobian is
\[
\tfrac{q^2}{4}\left(\sinh^2\!\mu\cos^2\!\nu+\cosh^2\!\mu\sin^2\!\nu\right)=\tfrac{q^2}{4}\left(\cosh^2\!\mu-\cos^2\!\nu\right)=kk'.
\]
The triangle with sides \(k,k',q\) obeys \(q^2=k^2+k'^2-2kk'\cos\theta\), so
\[
1-\cos\theta=\frac{q^2-(k'-k)^2}{2kk'}=\frac{q^2\sin^2\nu}{2kk'} .
\]
The factor \(kk'\) cancels against the Jacobian, and the integral separates:
\[
\Pi=\frac{N}{4\pi^2\hbar v}\int_0^\infty\!\!d\mu\int_0^{2\pi}\!\!d\nu\,\frac{q^2\sin^2\nu}{2q\cosh\mu}
=\frac{Nq}{8\pi^2\hbar v}\cdot\pi\cdot\frac{\pi}{2}=\frac{Nq}{16\hbar v}.
\]
Here \(\int_0^{2\pi}\sin^2\nu\,d\nu=\pi\) and \(\int_0^\infty d\mu/\cosh\mu=\pi/2\). For \(N=4\),
\[
\boxed{\Pi(q)=\frac{q}{4\hbar v}}
\]
The proportionality to \(q\) follows from dimensions, since the neutral cone has no length of its own. The work was needed for the factor \(1/4\).

**From polarisability to dielectric constant.** Let the surrounding medium have constant \(\kappa\), and define
\[
\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v}.
\]
The electron repulsion is \(\hbar v\alpha/r\). The two-dimensional Fourier transform of \(1/r\) is \(2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q\). The total potential is therefore
\[
V_q=V_q^{\rm ext}+\frac{2\pi\hbar v\alpha}{q}\,n_q
=V_q^{\rm ext}-\frac{2\pi\hbar v\alpha}{q}\,\frac{q}{4\hbar v}\,V_q .
\]
The powers of \(q\) cancel, and \(V_q=V_q^{\rm ext}/\epsilon\) with
\[
\boxed{\epsilon=1+\frac{\pi\alpha}{2}}
\]
For suspended graphene take \(\kappa=1\) and the rough typical value \(v=10^6\) m/s. Then \(\hbar v=0.6582\) eV nm and \(e^2/4\pi\varepsilon_0=1.4400\) eV nm, so \(\alpha=1.4400/0.6582=2.188\) and \(\epsilon=1+1.5708\times2.188=4.44\). Your "near 4.5" is better stated as 4.4 for this velocity.

A centre of charge \(Ze\) attracts electrons with \(V^{\rm ext}=-Z\hbar v\alpha/r\). Since \(\epsilon\) does not depend on \(q\), the screened potential keeps its shape:
\[
V(r)=-\frac{\hbar v\beta}{r},\qquad \beta=\frac{Z\alpha}{\epsilon}.
\]
The induced electron density is \(n_q=\frac{q}{4\hbar v}\cdot\frac{2\pi\hbar v\beta}{q}=\pi\beta/2\), independent of \(q\). In real space it is a point at the centre, holding, to first order in \(\beta\), \(\pi\beta/2=Z(1-1/\epsilon)=0.775Z\) electrons. There is no screening cloud of finite radius, so the potential is reduced by the same factor at every distance. It stays long-ranged because the induced charge cancels only part of \(Z\).

**The radial equations.** Let the potential be \(-\hbar v\,g(r)\) and the energy \(E=\hbar v\lambda\). For half-integer \(j\), write the spinor as \(\left(a\,e^{i(j-1/2)\varphi},\; i\,b\,e^{i(j+1/2)\varphi}\right)\). Using \(p_x\mp ip_y=-i\hbar e^{\mp i\varphi}(\partial_r\mp\frac ir\partial_\varphi)\), the Dirac equation becomes
\[
b'+\frac{j+\frac12}{r}b=(\lambda+g)a,\qquad a'-\frac{j-\frac12}{r}a=-(\lambda+g)b .
\]
Now set \(u=\sqrt r\,a\), \(w=\sqrt r\,b\), \(x=\ln r\). Since \(du/dx=\sqrt r\,(ra'+a/2)\), and similarly for \(w\),
\[
\frac{du}{dx}=ju-r(\lambda+g)w,\qquad \frac{dw}{dx}=-jw+r(\lambda+g)u .
\]
For the Coulomb potential \(rg=\beta\). At \(E=0\), the trial \(u,w\propto r^s\) gives \((s-j)u=-\beta w\) and \((s+j)w=\beta u\). Multiplying the two,
\[
s^2=j^2-\beta^2 .
\]
These are the powers you found. They also hold at \(E\neq0\) for small \(r\), where \(\lambda r\) is negligible. They turn imaginary first for the smallest \(|j|\), which is \(1/2\).

**What happens at one half.** A real centre has a core, so let the potential be constant, \(-\hbar v\beta/r_0\), for \(r<r_0\). Then \(rg=\beta r/r_0\) inside and \(\beta\) outside. Follow the angle \(\vartheta\) defined by \(\tan\vartheta=w/u\):
\[
\frac{d\vartheta}{dx}=\frac{u\,w_x-w\,u_x}{u^2+w^2}=r(\lambda+g)-j\sin2\vartheta .
\]
To have levels to count, close the sheet at radius \(R\) by \(a(R)=0\), and take \(j=1/2\). At the origin \(a\) is finite and \(b\propto r\), so \(\vartheta\) starts from 0. The levels are the energies at which \(\vartheta(R)=\pi/2+m\pi\), with \(m\) an integer.

Raising \(\lambda\) or \(g\) increases the right-hand side, and hence \(\vartheta(R)\). With no charge, \(\vartheta(R)=0\) at \(E=0\), so the levels \(m=0,1,\dots\) lie above zero. Turning on the attraction moves them down. Level \(m\) has crossed \(E=0\) once \(\vartheta(R)\), computed at \(E=0\), exceeds \(\pi/2+m\pi\). There are two cases.

* If \(\beta\le1/2\), there is an angle \(\vartheta_*\le\pi/4\) with \(\sin2\vartheta_*=2\beta\). At \(\vartheta_*\) the slope is \(rg-\beta\le0\), inside the core and outside. The angle cannot pass \(\vartheta_*\), so it never reaches \(\pi/2\). No level with \(j=1/2\) crosses, however large the sheet.
* If \(\beta>1/2\), the slope outside the core is at least \(\beta-1/2>0\). The angle grows without bound as \(\ln R\) grows, and so does the number of crossed levels.

This is the meaning of supercritical: upper-cone levels are pulled into the energy range of the filled lower cone, in a number limited by the size of the sheet. The charge has no mass gap to overcome, and the threshold does not depend on \(r_0\).

For larger positive \(j\) the same argument gives the threshold \(\beta=j\). For negative \(j\), the exchange \((a,b)\to(b,-a)\) restores the same equations with \(|j|\), provided the edge condition is exchanged too. If the edge \(a(R)=0\) is kept instead, each negative \(j\) has a level at exactly \(E=0\) without any charge, with \(a=0\) and \(b\propto r^{|j|-1/2}\). Any attraction lowers it, so its passage below zero comes from the edge condition and is no sign of a supercritical centre.

**Where the levels cross.** At \(E=0\) inside the core, the equations for \(j=1/2\) are \(a'=-(\beta/r_0)b\) and \(b'+b/r=(\beta/r_0)a\). They are solved by \(a=J_0(\beta r/r_0)\), \(b=J_1(\beta r/r_0)\). At \(r_0\) the ratio is \(t_0=w/u=J_1(\beta)/J_0(\beta)\). Outside, differentiating once more,
\[
u_{xx}=\tfrac12u_x-\beta w_x=\tfrac12\left(\tfrac12u-\beta w\right)-\beta\left(-\tfrac12w+\beta u\right)=-\gamma^2u,
\]
with \(\gamma=\sqrt{\beta^2-1/4}\). Let \(y=\ln(r/r_0)\). The starting slope is \(u_x=(\frac12-\beta t_0)u\), so
\[
u\propto\cos\gamma y+\frac{\frac12-\beta t_0}{\gamma}\sin\gamma y .
\]
Setting \(u(R)=0\) gives \(\tan\gamma y=\gamma/(\beta t_0-\frac12)\), hence
\[
\ln\frac{R_m}{r_0}=\frac{\arg\left(\beta t_0-\frac12+i\gamma\right)+m\pi}{\gamma},\qquad m=0,1,\dots
\]
This numbering holds while \(J_0(\beta)>0\), that is for \(\beta<2.405\); beyond that the first crossing lies inside the core. Successive crossing radii for \(j=1/2\) outside the core have the ratio \(e^{\pi/\gamma}\).

Just above threshold, \(\gamma\to0\) and \(t_0\approx\beta/2\approx1/4\), so \(\beta t_0-\frac12\) is negative and the argument tends to \(\pi\). The first crossing radius then grows as \(r_0e^{\pi/\gamma}\), up to a constant factor. A slightly supercritical centre in a sheet of ordinary size therefore shows no crossed level.

**One charge or two?** Setting \(\beta=1/2\) in \(\beta=Z\alpha/(1+\pi\alpha/2)\) gives the threshold charge
\[
Z_c=\frac{1}{2\alpha}+\frac{\pi}{4}=0.2285+0.7854=1.014 .
\]
For \(Z=1\), \(\beta=2.188/4.436=0.493\): with linear screening, below threshold by little more than one per cent. A velocity of \(9.39\times10^5\) m/s, 6% lower, would bring this linear estimate to the threshold. For weak interaction, \(\beta\approx Z\alpha\). For strong interaction, screening grows with the bare coupling, \(\beta\) saturates at \(2Z/\pi\), and the linear \(Z_c\) cannot fall below \(\pi/4\).

Linear screening is not accurate near \(\beta=1/2\), where the potential is not weak. Let \(Q(\beta)\) be the number of electrons induced near the centre when the filled states of the radial equations are summed to all orders in \(\beta\). That sum is not derived here; evaluated numerically, it exceeds \(\pi\beta/2\) by 0.07 at \(\beta=0.4\), 0.13 at 0.45 and 0.26 at 0.495, and \(Q\) reaches about 1.12 at \(\beta=1/2\). Far from the core the coupling then obeys \(\beta=\alpha\,[Z-Q(\beta)]\), so \(Z_c=1/(2\alpha)+1.12\approx1.35\), and \(Z=1\) has \(\beta\approx0.44\). Since \(Q\) passes 1 before \(\beta\) reaches \(1/2\), a single charge stays below threshold at any velocity, as long as the electrons respond independently to the total potential. The numbers below for \(Z=2\) use the linear \(\beta\).

For \(Z=2\), \(\beta=0.986\) is well above threshold, and \(\gamma=\sqrt{0.986^2-0.25}=0.850\). With a chosen core radius \(r_0=0.5\) nm, the formula puts the first crossing at a disc radius of 2.93 nm. The next for \(j=1/2\) is at \(2.93\times e^{\pi/0.850}=2.93\times40.3=118\) nm. With the same edge, \(j=-1/2\) has a crossing in between, at 10 nm. The radii depend strongly on the edge condition: with \(b(R)=a(R)\) instead, the \(j=1/2\) crossings lie at 0.85 and 34 nm, with the same ratio. They also depend on the shape of the core. With the edge \(a(R)=0\) and the same \(r_0\), the potential \(-\hbar v\beta/\sqrt{r^2+r_0^2}\) gives 4.8 and 194 nm, and the potential of a uniformly charged sphere of radius \(r_0\) gives 2.2 and 88 nm, again with the same ratio. All these radii use the \(\epsilon\) of an infinite sheet; the changed screening of a finite disc with an edge is not included.

I also discretised the radial Hamiltonian on a logarithmic grid, diagonalised it, and counted the levels pulled below zero for \(j=1/2\). For \(Z=2\) there are none in a disc of 1 nm, one in 10 nm and two in 200 nm. For \(Z=1\) there are none in any of the three.

**How far this describes a real sheet.** The velocity is a rough typical value for graphene. The effects left out have very different sizes.

*Temperature and doping.* I integrated the response numerically with Fermi occupations and transitions within each cone included. At \(q=1/(2.93\ \text{nm})\), 300 K raises \(\Pi\) by 3%, and a residual density of \(10^{11}\) cm\(^{-2}\) (a rough value, taken nearly cold) by 1%. At \(q=1/(118\ \text{nm})\) each raises it 16- to 17-fold. The thermal length \(\hbar v/k_BT=25\) nm lies between the two radii. At 300 K the effective dielectric constant at the longer distance is about \(1+3.44\times16.4\approx57\), so the potential there is no longer \(1/r\) with \(\epsilon=4.4\). The second crossing belongs to the cold neutral model, not to this warm or doped sheet. The first crossing also moves to a larger radius, although \(\Pi\) hardly changes at \(q=1/(2.93\ \text{nm})\): the potential near the centre contains components of smaller \(q\) too, and these are screened more strongly.

*The lattice.* A nearest-neighbour honeycomb model with bond length 0.142 nm and the same \(v\), summed over the Brillouin zone, gives, for \(\mathbf q\) along a bond, \(\Pi\) 0.8% below the cone result at \(q=2\) nm\(^{-1}\), and closer agreement at 0.5 and 1 nm\(^{-1}\). This figure refers to \(\Pi\) only. The \(Z=2\) core is 1.3 eV deep, and at \(k=2\) nm\(^{-1}\) the band energy differs from \(\hbar vk\) by \(-8\%\) to \(+6\%\), depending on direction. On a honeycomb flake confined by a staggered potential of 2 eV outside radius \(R\), the first level crosses zero as a degenerate pair per spin. It does so at \(\beta=0.85\) for \(R=1\) nm and \(0.727\) for \(R=2\) nm, against 0.87 and 0.734 for the cone with the same confinement.

*Exchange.* Exchange with the filled cone raises the velocity. Apart from a shift common to both cones, which hardly affects the velocity at small \(k\), its energy shift in the upper cone is \(\frac12\int\frac{d^2k'}{(2\pi)^2}\frac{2\pi\hbar v\alpha}{\epsilon|\mathbf k-\mathbf k'|}\cos\theta_{\mathbf k\mathbf k'}\). I cut it off at 10.95 nm\(^{-1}\), where one disc per valley fills the Brillouin zone. At \(k=1/(2.93\ \text{nm})\) it amounts to 54% of \(\hbar vk\). The velocity is the slope of the band, and at fixed \(\epsilon\) it rises by less than this, because the ratio falls as \(k\) grows. A larger \(v\) also lowers \(\epsilon\), which strengthens the exchange again, so 54% is a rough value for the rise and not a bound. With \(v\) raised by 54%, \(\epsilon\) falls to 3.2, the linear \(Z_c\) rises to 1.14, and \(\beta\) for \(Z=2\) falls to 0.88. This is a first-order estimate, and it counts exchange twice if \(10^6\) m/s is already a dressed velocity. It leaves \(Z=2\) supercritical and moves \(Z=1\) further below threshold.

*A substrate.* Supported devices have \(\kappa>1\), which lowers \(\alpha\). With \(v\) fixed, doubling \(\kappa\) doubles \(1/(2\alpha)\) and moves the linear \(Z_c\) from 1.01 to 1.24, or from 1.35 to 1.58 with the nonlinear induced charge.

*Nonlinear screening.* Below threshold it raises \(Z_c\), as described above. It also severely limits the supercritical side. One crossed level can hold four electrons, counting spin and valley with equivalent edges in both valleys. Their charge has twice the size of the centre's for \(Z=2\), and the same linear screening would reduce both: the centre to \(2/4.44=0.45\,e\), the four electrons to \(4/4.44=0.90\,e\) in size. Filling even one such level would therefore change the potential by an amount comparable with the potential itself; how much at each distance depends on where the electrons sit. The condition \(\beta=1/2\) on the total coupling says where the subcritical description breaks down, but linear screening underestimates the charge needed to reach it; the charge distribution beyond it needs a self-consistent calculation.

Interaction corrections to \(\Pi\) beyond the random-phase approximation, and the polarisation of the \(\sigma\) electrons, are also left out. Both would shift \(\epsilon\) and \(Z_c\); their size is not estimated here.
